# Why the Zeta Potential Is Not the Surface Potential: verification in Python

```python
# Result under test: the zeta potential (potential at the slip plane) differs
# from the potential of the solid surface in size and in response to salt.
# Model: charge-free Stern layer of thickness STERN, then a diffuse layer of
# 1:1 salt; the slip plane lies SLIP beyond the Stern plane.
# Symbols: y = e*psi/(k*T); charge densities are in e/nm^2, lengths in nm.
# kappa = inverse Debye length; bjerrum = e^2/(eps*k*T) in Gaussian units.
# Formula side: integrated Poisson-Boltzmann relations and capacitances.
# Independent side: finite-volume solution of the differential equation.
import numpy as np
from scipy import constants as const
from scipy.integrate import trapezoid
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import expit

TEMPERATURE = 298.15
EPS_WATER, EPS_STERN = 80.0, 20.0
STERN, SLIP = 0.4, 0.5
SITES, PH, PK = 2.0, 7.0, 6.0
SALTS = [0.001, 0.01, 0.1]  # mol/L

charge_esu = const.e * const.c * 10.0
thermal_erg = const.k * TEMPERATURE * 1e7
bjerrum = charge_esu**2 / (EPS_WATER * thermal_erg) * 1e7
MV = const.k * TEMPERATURE / const.e * 1e3
FOUR_PI_LB = 4 * np.pi * bjerrum


def inverse_debye(salt):
    density = salt * const.N_A * 1e-24  # ions of each sign per nm^3
    return np.sqrt(2 * FOUR_PI_LB * density)


def stern_capacitance(eps_stern=EPS_STERN):
    """Charge density per unit of y across the Stern layer."""
    return eps_stern / (EPS_WATER * FOUR_PI_LB * STERN)


def surface_charge(surface, y0):
    """Charge and its derivative for acid sites or a fixed charge."""
    if surface[0] == "charge":
        return surface[1], 0.0
    alpha = expit(y0 + np.log(10) * (PH - PK))
    return -SITES * alpha, -SITES * alpha * (1 - alpha)


def formula_state(surface, salt, adsorbed=0.0, eps_stern=EPS_STERN):
    """Return y at surface, Stern plane, slip plane, and surface charge."""
    kappa = inverse_debye(salt)

    def inner(yd):
        s0 = 2 * kappa / FOUR_PI_LB * np.sinh(yd / 2) - adsorbed
        return yd + s0 / stern_capacitance(eps_stern), s0

    def mismatch(yd):
        y0, s0 = inner(yd)
        if surface[0] == "potential":
            return y0 - surface[1]
        return s0 - surface_charge(surface, y0)[0]

    yd = brentq(mismatch, -15, 15, xtol=1e-13)
    y0, s0 = inner(yd)
    zeta = 4 * np.arctanh(np.tanh(yd / 4) * np.exp(-kappa * SLIP))
    return np.array([y0, yd, zeta, s0])


def formula_slopes(surface, salt):
    """Derivatives of the three y values with respect to ln(salt)."""
    y0, yd, zeta, s0 = formula_state(surface, salt)
    kappa, c_stern = inverse_debye(salt), stern_capacitance()
    if surface[0] == "potential":
        ratio = 0.0
    else:
        c_reg = -surface_charge(surface, y0)[1]
        ratio = c_stern / (c_stern + c_reg)
    c_inner = c_stern * (1 - ratio)
    c_diffuse = kappa / FOUR_PI_LB * np.cosh(yd / 2)
    slope_d = -0.5 * s0 / (c_diffuse + c_inner)
    slope_z = np.sinh(zeta / 2) * (slope_d / np.sinh(yd / 2) - kappa * SLIP)
    return np.array([ratio * slope_d, slope_d, slope_z])


N_STERN, N_SLIP, N_OUTER = 10, 200, 3000


def numerical_state(surface, salt, adsorbed=0.0, eps_stern=EPS_STERN):
    """Solve (eps*y')' = charge terms on a grid through both layers."""
    kappa = inverse_debye(salt)
    t = np.linspace(0, 1, N_OUTER + 1)[1:]
    x = np.concatenate([
        np.linspace(0, STERN, N_STERN + 1),
        STERN + SLIP * np.linspace(0, 1, N_SLIP + 1)[1:],
        STERN + SLIP + 20 / kappa * (0.05 * t + 0.95 * t**2)])
    h = np.diff(x)
    in_stern = np.arange(h.size) < N_STERN
    g = np.where(in_stern, eps_stern / EPS_WATER, 1.0) / h
    half = np.where(in_stern, 0.0, h / 2)
    volume = np.zeros(x.size)
    volume[:-1] += half
    volume[1:] += half
    y = np.zeros(x.size)
    for _ in range(300):
        flux = g * np.diff(y)
        res = -kappa**2 * volume * np.sinh(y)
        res[:-1] += flux
        res[1:] -= flux
        res[N_STERN] += FOUR_PI_LB * adsorbed
        band = np.zeros((3, x.size))
        band[0, 1:] = g
        band[2, :-1] = g
        band[1] = -kappa**2 * volume * np.cosh(y)
        band[1, :-1] -= g
        band[1, 1:] -= g
        if surface[0] == "potential":
            res[0], band[1, 0], band[0, 1] = y[0] - surface[1], 1.0, 0.0
        else:
            s, ds = surface_charge(surface, y[0])
            res[0] += FOUR_PI_LB * s
            band[1, 0] += FOUR_PI_LB * ds
        res[-1], band[1, -1], band[2, -2] = y[-1], 1.0, 0.0
        step = solve_banded((1, 1), band, -res)
        largest = np.max(np.abs(step))
        y += step * min(1.0, 1.0 / max(largest, 1e-30))
        if largest < 1e-8:
            break
    else:
        raise RuntimeError("Newton iteration did not converge")
    s0 = -g[0] * (y[1] - y[0]) / FOUR_PI_LB
    slip = N_STERN + N_SLIP
    values = np.array([y[0], y[N_STERN], y[slip], s0])
    return values, x[slip:] - x[slip], y[slip:]


def check_state(surface, salt, **options):
    exact = formula_state(surface, salt, **options)
    grid, distance, profile = numerical_state(surface, salt, **options)
    # 0.01 mV and 1e-4 e/nm^2 cover the grid error
    assert np.all(np.abs(exact[:3] - grid[:3]) * MV < 0.01)
    assert abs(exact[3] - grid[3]) < 1e-4
    return exact, distance, profile


reference = formula_state(("sites",), 0.01)
surfaces = {"acid sites": ("sites",),
            "fixed charge": ("charge", reference[3]),
            "fixed potential": ("potential", reference[0])}

print(f"temperature {TEMPERATURE:.2f} K; kT/e {MV:.3f} mV")
print(f"dielectric constants: water {EPS_WATER:.0f}, Stern {EPS_STERN:.0f}")
print(f"Stern thickness {STERN:.1f} nm; slip offset {SLIP:.1f} nm")
print(f"Bjerrum length {bjerrum:.4f} nm")
print(f"acid sites {SITES:.1f} per nm^2; pH {PH:.1f}; pK {PK:.1f}")
print(f"Stern drop per charge {MV / stern_capacitance():.1f} mV per e/nm^2")
for salt in SALTS:
    print(f"salt {salt*1e3:.0f} mmol/L: Debye length "
          f"{1 / inverse_debye(salt):.3f} nm")

print("potentials in mV, surface charge s0 in e/nm^2")
inferred = []
for name, surface in surfaces.items():
    previous_zeta = np.inf
    for salt in SALTS:
        state, distance, profile = check_state(surface, salt)
        y0, yd, zeta, s0 = state
        assert abs(zeta) < abs(yd) < abs(y0)
        assert abs(zeta) < previous_zeta
        previous_zeta = abs(zeta)
        kappa = inverse_debye(salt)
        # Boltzmann charge beyond the slip plane, and the flow it drives
        pull = kappa**2 * np.sinh(profile)
        enclosed = trapezoid(pull, distance) / FOUR_PI_LB
        flow_y = trapezoid(distance * pull, distance)
        s_zeta = 2 * kappa / FOUR_PI_LB * np.sinh(zeta / 2)
        assert abs(enclosed / s_zeta - 1) < 1e-3
        assert abs(flow_y / zeta - 1) < 1e-3
        assert abs(s_zeta) < abs(s0)
        if name == "acid sites":
            inferred.append((salt, s_zeta, s0, flow_y * MV))
        # slopes from the differential equation at neighbouring salt levels
        dln = 0.05
        high = numerical_state(surface, salt * np.exp(dln))[0][:3]
        low = numerical_state(surface, salt * np.exp(-dln))[0][:3]
        measured = (high - low) / (2 * dln)
        predicted = formula_slopes(surface, salt)
        # finite-difference truncation is well below 0.1 mV per decade
        assert np.all(np.abs(measured - predicted) * MV * np.log(10) < 0.1)
        print(f"{name}, {salt*1e3:.0f} mmol/L: psi0 {y0*MV:.1f}, "
              f"psi_d {yd*MV:.1f}, zeta {zeta*MV:.1f}, s0 {s0:.4f}")

print("slopes at 10 mmol/L, in mV per decade of salt")
for name, surface in surfaces.items():
    a, b, c = formula_slopes(surface, 0.01) * MV * np.log(10)
    print(f"{name}: psi0 {a:.1f}, psi_d {b:.1f}, zeta {c:.1f}")
c_reg = -surface_charge(("sites",), reference[0])[1]
c_stern = stern_capacitance()
alpha = -reference[3] / SITES
print(f"acid sites, 10 mmol/L: ionized fraction {alpha:.4f}")
print(f"acid sites, 10 mmol/L: C_R/C_S {c_reg/c_stern:.3f}, "
      f"dpsi0/dpsi_d {c_stern/(c_stern+c_reg):.3f}")

print("acid sites: charge inferred from zeta, and potential from flow")
for salt, s_zeta, s0, flow_mv in inferred:
    print(f"{salt*1e3:.0f} mmol/L: inferred {s_zeta:.4f} e/nm^2, "
          f"fraction of s0 {s_zeta/s0:.3f}, flow gives {flow_mv:.1f} mV")

print("same charge and salt (10 mmol/L), two Stern dielectric constants")
pair = []
for eps_stern in (20.0, 10.0):
    state = check_state(surfaces["fixed charge"], 0.01,
                        eps_stern=eps_stern)[0]
    grid = numerical_state(surfaces["fixed charge"], 0.01,
                           eps_stern=eps_stern)[0]
    pair.append(grid)
    print(f"Stern constant {eps_stern:.0f}: psi0 {state[0]*MV:.1f} mV, "
          f"zeta {state[2]*MV:.1f} mV")
assert abs(pair[0][2] - pair[1][2]) * MV < 0.01
assert abs(pair[0][0] - pair[1][0]) * MV > 10

bare, adsorbed = -0.3, 0.4
state = check_state(("charge", bare), 0.01, adsorbed=adsorbed)[0]
assert state[0] < 0 < state[2]
print(f"sign reversal, 10 mmol/L: surface charge {bare:.1f} e/nm^2, "
      f"adsorbed {adsorbed:.1f} e/nm^2")
print(f"sign reversal: psi0 {state[0]*MV:.1f} mV, "
      f"psi_d {state[1]*MV:.1f} mV, zeta {state[2]*MV:.1f} mV")
print("success")
```

Running it gives:

```
temperature 298.15 K; kT/e 25.693 mV
dielectric constants: water 80, Stern 20
Stern thickness 0.4 nm; slip offset 0.5 nm
Bjerrum length 0.7006 nm
acid sites 2.0 per nm^2; pH 7.0; pK 6.0
Stern drop per charge 361.9 mV per e/nm^2
salt 1 mmol/L: Debye length 9.711 nm
salt 10 mmol/L: Debye length 3.071 nm
salt 100 mmol/L: Debye length 0.971 nm
potentials in mV, surface charge s0 in e/nm^2
acid sites, 1 mmol/L: psi0 -137.8, psi_d -105.4, zeta -96.2, s0 -0.0895
acid sites, 10 mmol/L: psi0 -124.9, psi_d -72.9, zeta -59.0, s0 -0.1438
acid sites, 100 mmol/L: psi0 -114.9, psi_d -40.7, zeta -23.5, s0 -0.2051
fixed charge, 1 mmol/L: psi0 -181.3, psi_d -129.3, zeta -115.2, s0 -0.1438
fixed charge, 10 mmol/L: psi0 -124.9, psi_d -72.9, zeta -59.0, s0 -0.1438
fixed charge, 100 mmol/L: psi0 -81.9, psi_d -29.9, zeta -17.5, s0 -0.1438
fixed potential, 1 mmol/L: psi0 -124.9, psi_d -97.4, zeta -89.4, s0 -0.0760
fixed potential, 10 mmol/L: psi0 -124.9, psi_d -72.9, zeta -59.0, s0 -0.1438
fixed potential, 100 mmol/L: psi0 -124.9, psi_d -43.8, zeta -25.2, s0 -0.2242
slopes at 10 mmol/L, in mV per decade of salt
acid sites: psi0 11.6, psi_d 33.4, zeta 38.0
fixed charge: psi0 52.6, psi_d 52.6, zeta 52.0
fixed potential: psi0 0.0, psi_d 28.0, zeta 34.1
acid sites, 10 mmol/L: ionized fraction 0.0719
acid sites, 10 mmol/L: C_R/C_S 1.879, dpsi0/dpsi_d 0.347
acid sites: charge inferred from zeta, and potential from flow
1 mmol/L: inferred -0.0743 e/nm^2, fraction of s0 0.830, flow gives -96.2 mV
10 mmol/L: inferred -0.1049 e/nm^2, fraction of s0 0.730, flow gives -59.0 mV
100 mmol/L: inferred -0.1108 e/nm^2, fraction of s0 0.540, flow gives -23.5 mV
same charge and salt (10 mmol/L), two Stern dielectric constants
Stern constant 20: psi0 -124.9 mV, zeta -59.0 mV
Stern constant 10: psi0 -176.9 mV, zeta -59.0 mV
sign reversal, 10 mmol/L: surface charge -0.3 e/nm^2, adsorbed 0.4 e/nm^2
sign reversal: psi0 -51.6 mV, psi_d 57.0 mV, zeta 47.1 mV
success
```
